Manning's Threshold for an Immobile Species and Simple-Cubic Site Percolation

In a crystal where atoms move by exchanging places with vacancies, a fast species can be held up by a slow one. Suppose that A atoms exchange readily with a neighbouring vacancy and B atoms, in the extreme case, not at all. When B is rare, a vacancy goes round the B atoms and A diffuses freely. When A is rare, each A atom sits in a small pocket walled in by B, and the many exchanges inside the pocket carry it nowhere. Somewhere between these extremes long-range diffusion of A must stop. Manning's theory of the random alloy places the stop at a composition fixed by one number, the correlation factor of the pure crystal. The geometry of the lattice places a limit of its own, the site-percolation threshold.

Let A and B occupy a simple cubic lattice of spacing a at random, with atom fractions c_A + c_B = 1. The vacancy fraction c_v is small enough for vacancies to act one at a time. A vacancy exchanges with a given neighbour at rate w_A or w_B, whatever the surroundings. An A atom has six neighbouring sites, each vacant with mean probability c_v, so it jumps at the mean rate 6c_v w_A. If successive jumps were independent, its mean square displacement in time τ would be 6c_v w_A τ a². Dividing by 6τ and allowing for correlation by a factor f_A gives the tracer diffusivity

D_A* = a² c_v w_A f_A.

Jumps are correlated because, just after an exchange, the vacancy stands directly behind the atom and may take it back. Let t be the mean cosine of the angle between successive jumps. In the pure crystal the situation after every jump is the same apart from direction, so the mean direction of the next jump is t times the last one, and the mean cosine between jumps k apart is tᵏ. For many jumps the mean square displacement per jump, divided by a², is therefore

f = 1 + 2(t + t² + t³ + …) = 1 + 2t/(1 − t) = (1 + t)/(1 − t).

The value of t follows from a vacancy walk. After the tracer jumps along +x, the vacancy is at −a relative to it. Split this starting point into an even part, half a walker at each of −a and +a, and an odd part, plus half at −a and minus half at +a. The even part returns equally from front and back and contributes nothing to t. The odd part vanishes by symmetry on the plane x = 0, which contains the tracer, so it evolves as if the tracer were an ordinary site. If G(r) is the expected number of visits of a free walk to a site at distance r along x from its start, visits to −a exceed those to +a by G(0) − G(2a). Each visit leads to exchange with the tracer with probability 1/6. A return from −a gives cosine −1, hence

t = −[G(0) − G(2a)]/6.

To evaluate the difference, let the walker hop in continuous time s at total rate one. The expected time spent on a site then equals the expected number of visits. The three coordinates move independently, and each has displacement n with probability e^(−s/3) I_n(s/3), where I_n is a modified Bessel function. Thus

G(0) − G(2a) = ∫₀^∞ e^(−s) [I₀(s/3) − I₂(s/3)] I₀(s/3)² ds = 1.259050.

This gives t = −0.209842 and f₀ = 0.790158/1.209842 = 0.6531, the subscript marking the pure crystal.

In the alloy Manning's theory replaces the detailed surroundings by an average. After a jump of an atom of species i, the vacancy either takes it back at rate w_i or escapes at an effective rate H, which is reduced to allow for later returns. Reversal has cosine −1 and escape is counted as cosine zero, so t = −w_i/(w_i + H). The formula for f was derived for the pure crystal, where every jump leaves the same situation. Using it in the alloy, where the surroundings differ from atom to atom, is a further approximation. Inserting t and multiplying numerator and denominator by w_i + H then gives the first Manning equation:

f_i = H/(H + 2w_i).

The second equation takes H proportional to the long-range mobility of the vacancy. With the mean exchange rate W = c_A w_A + c_B w_B and a vacancy correlation factor f_v, this reads H = K f_v W. The theory also relates vacancy and tracer motion by

f_v W = (c_A w_A f_A + c_B w_B f_B)/f₀.

Both relations are premises here. In the pure crystal the vacancy walks without correlation, so f_v = 1, which agrees with the last relation when f_A = f_B = f₀ and w_A = w_B. There the first equation, f₀ = H/(H + 2w), gives H = 2w f₀/(1 − f₀), so K = 2f₀/(1 − f₀). Hence

H = 2(c_A w_A f_A + c_B w_B f_B)/(1 − f₀).

Substitute the first equation for f_A and f_B. Every term then contains a factor H, and for H > 0 it can be divided out:

(1 − f₀)/2 = c_A w_A/(H + 2w_A) + c_B w_B/(H + 2w_B).

If both rates are positive, the right side falls steadily from (c_A + c_B)/2 = 1/2 at H = 0 to zero at large H. The left side lies between these values, so there is one positive root.

Now let w_B tend to zero at fixed w_A. If H stays finite, the B term disappears and

H + 2w_A = 2c_A w_A/(1 − f₀),

H = 2w_A [c_A/(1 − f₀) − 1].

This is positive for c_A > 1 − f₀. Since f_A = 1 − 2w_A/(H + 2w_A), the correlation factor is

f_A = 1 − (1 − f₀)/c_A, for c_A > 1 − f₀.

It falls continuously to zero at c_A = 1 − f₀ = 0.3469. The composition 1 − f₀ is thus the fraction of the mobile species; the immobile fraction at that point is f₀.

With w_B set to zero from the start, H = 0 also solves the original pair of equations, so the choice of root on each side has to come from the limit. Below the threshold, write H = h w_B with h finite. The A term tends to c_A/2 and the B term is c_B/(h + 2), so

(1 − f₀ − c_A)/2 = c_B/(h + 2),

h = 2[c_B − (1 − f₀ − c_A)]/(1 − f₀ − c_A) = 2f₀/(1 − f₀ − c_A),

where c_A + c_B = 1 was used. As H is now far below w_A, f_A tends to H/(2w_A), and

w_A f_A → w_B f₀/(1 − f₀ − c_A).

The fast species then diffuses at a pace set by the slow one, and stops when B stops. For w_B/w_A = 10⁻⁶ and c_A = 0.30 this law gives f_A = 1.3928 × 10⁻⁵, while iterating the original two equations gives 1.3927 × 10⁻⁵.

At the threshold itself neither form applies. Put c_A = 1 − f₀ and c_B = f₀, and move the A term to the left:

(1 − f₀)/2 − (1 − f₀)w_A/(H + 2w_A) = (1 − f₀)H/[2(H + 2w_A)] ≈ (1 − f₀)H/(4w_A).

The approximation assumes H much smaller than w_A. If H is also much larger than w_B, the B term is f₀w_B/H. Equating the two gives H² = 4f₀w_A w_B/(1 − f₀), which lies between the squares of the two rates as assumed, and

f_A = H/(2w_A) = √{f₀w_B/[(1 − f₀)w_A]}.

For the same rate ratio this is 1.372 × 10⁻³, against 1.371 × 10⁻³ from the full equations. A small mobility of B therefore rounds the corner over a range that shrinks as the square root of the rate ratio.

All this follows from the closure, in which the lattice enters through f₀ alone. For a truly frozen B the question can be put without it. An A atom can reach only those sites that are joined to its own by a chain of neighbouring non-B sites. In the limit of few vacancies the fraction of non-B sites is c_A. Below the site-percolation threshold p_c every connected cluster is finite and D_A* is zero. Above p_c an infinite cluster exists. That is necessary for long-range motion of A; it does not by itself prove that a tagged atom diffuses, since atoms in a single-file passage cannot change places.

The threshold can be estimated by filling cubes at random and finding the occupation at which a cluster first joins two opposite faces. The mean is 0.3241 for an edge of 16 sites, 0.3183 for 32 and 0.3153 for 64. Near percolation the offset of this mean from p_c shrinks with edge L as L^(−1/ν), where the correlation-length exponent ν is taken as 0.88. With g = 2^(1/ν) = 2.198, eliminating the offset between the two larger cubes gives

p_c = (g × 0.3153 − 0.3183)/(g − 1) ≈ 0.313,

with a standard error of 0.002. The two smaller cubes also give 0.313, and a 1/L law gives 0.312. Manning's threshold is higher by 0.034, or 11 % of the percolation value. Between the two, the theory predicts no diffusion although an infinite connected path exists. At c_A = 0.330, midway, the share of cubes that are spanned rises with size from 0.62 through 0.86 to all 26 of the largest.

A threshold that is 11 % too high does not tell how good the theory is above it. Consider the vacancy first. With B frozen, it is a walker that crosses each link between neighbouring non-B sites at rate w_A. Let D_v be its diffusivity averaged over all non-B starting sites, and σ the conductivity of the network of such links relative to that of the full lattice. Conductivity is proportional to the density of available sites times the diffusivity, so σ = c_A D_v/(a²w_A). The mean exchange rate is c_A w_A, and therefore

f_v = D_v/(a² c_A w_A) = σ/c_A².

In Manning's theory f_v = c_A w_A f_A/(f₀ c_A w_A) = f_A/f₀, so

σ = c_A² f_A/f₀ = c_A(c_A − 1 + f₀)/f₀.

The slope of this at c_A = 1 is (1 + f₀)/f₀ = 1 + 1/f₀ = 2.5311. A direct network calculation with a single frozen atom in 16³ sites gives 2.5306. For random networks of 20³ sites the comparison is as follows:

c_A = 0.90: Manning f_v = 0.941, network 0.940
c_A = 0.70: Manning f_v = 0.772, network 0.764 ± 0.005
c_A = 0.49: Manning f_v = 0.439, network 0.362 ± 0.006
c_A = 0.40: Manning f_v = 0.203, network 0.183 ± 0.015
c_A = 0.33: Manning f_v = 0, network 0.025 ± 0.003

The theory describes the vacancy well while A is in the clear majority. Each error comes from only four networks and can be too small: at c_A = 0.49, twelve networks of 30³ sites give 0.393 ± 0.003, which is higher by 0.031. The last line is uncertain too: eight networks of 30³ sites give 0.014 ± 0.003 and three of 40³ sites give 0.017 ± 0.003. A finite periodic cell can also conduct through paths that would not extend for ever, so the evidence for an infinite path there is the growth of the spanning share with size.

The tracer is a different matter. Its long-time motion can be found for one vacancy in a periodic cell with a given arrangement of B. A state s is a pair of positions, one for the tracer and one for the vacancy. Each allowed exchange has the same rate as its reverse, so all connected states are equally likely. Let δ be the change of the tracer coordinate x, in units of a, in a move from s to s′; it is zero unless the tracer itself moves. Find a function φ such that x + φ has no mean drift from any state:

Σ_(s′) [δ + φ(s′) − φ(s)] = 0 for every s.

Successive changes of x + φ are then uncorrelated, so their squares simply add. As φ is bounded, the long-time growth of x² is the same as that of (x + φ)². Dividing by the growth that uncorrelated jumps would give yields

f_A = Σ [δ + φ(s′) − φ(s)]² / Σ δ²,

where both sums run over all states and moves and over all the random arrangements sampled. A separate simulation followed every A atom in 200 cells at each composition and took f_A from the growth of the squared displacement per jump. Both used cells of 6³ sites:

c_A = 0.90: Manning 0.615, solved 0.576 ± 0.003, simulated 0.576 ± 0.003
c_A = 0.70: Manning 0.504, solved 0.377 ± 0.009, simulated 0.380 ± 0.004
c_A = 0.49: Manning 0.287, solved 0.116 ± 0.009, simulated 0.140 ± 0.002

In the last line part of the difference is sampling error. The solved value comes from 24 arrangements, and another 25 give 0.135 ± 0.007. The simulated value was 0.152 in an earlier time window, so it may not have settled either. Cells of 7³ sites give 0.116 ± 0.011. Larger samples, averaged over the three axes, give 0.126 ± 0.004 for 51 arrangements of 6³ sites, 0.114 ± 0.002 for 58 of 8³, 0.109 ± 0.002 for 23 of 10³ and 0.111 ± 0.003 for 12 of 12³, so the value for a large crystal is close to 0.11. For the pure crystal the 6³ cell gives 0.658 instead of 0.653, so a size error of about 0.005 is present even there.

Compared with the 6³ cells, Manning's f_A is thus too high by 7 % of the solved value at c_A = 0.90 and by a factor of 2.1 to 2.5 at 0.49, depending on the set of arrangements; against the larger cells the factor is about 2.6. The error is already present for a single frozen atom. Manning's f_A/f₀ has slope (1 − f₀)/f₀ = 0.531 at c_A = 1. The solution with one B atom, taken relative to the pure crystal in the same cell, gives 1.087, 1.110 and 1.121 for cells of 5³, 6³ and 7³ sites, about twice as much. The vacancy slope agreed closely, so the error enters in passing from the vacancy to the tracer. Part of it comes from using the pure-crystal formula for f in the alloy. Following successive jumps in simulated 6³ cells at c_A = 0.49 gives a mean cosine t = −0.616, for which (1 + t)/(1 − t) is 0.24, whereas the squared displacement gives an f_A of about 0.14. The closure holds f_A/f_v at f₀ = 0.653, whereas the solved tracer factors divided by the network values give 0.61 at the first composition, 0.48 to 0.49 at the second, depending on cell size, and roughly 0.3 at the third.

A real lattice of this kind is the A-site sublattice of the perovskite Li(3x)La(2/3−x)TiO₃, a lithium-ion conductor. These sites form a nearly simple cubic array on which lithium moves and lanthanum stays put. At x = 0.16 the site fractions are 0.4800 Li, 0.5067 La and 0.0133 vacant, so the vacancies are dilute, and the mobile atom fraction is c_A = 0.4800/0.9867 = 0.4865. Take the following model inputs, chosen to be roughly typical and not quoted as measurements: a = 0.387 nm, an attempt frequency of 10¹³ s⁻¹ and a lithium barrier of 0.30 eV. At 300 K, kT = 0.02585 eV and

w_A = 10¹³ s⁻¹ × exp(−0.30/0.02585) = 9.1 × 10⁷ s⁻¹.

Without correlation the diffusivity would be

a² c_v w_A = (3.87 × 10⁻⁸ cm)² × 0.0133 × 9.1 × 10⁷ s⁻¹ = 1.8 × 10⁻⁹ cm²/s.

Manning's f_A = 1 − 0.3469/0.4865 = 0.287 reduces this to 5.2 × 10⁻¹⁰ cm²/s, or 5.2 × 10⁻¹⁴ m²/s. The solved factor 0.116 gives 2.1 × 10⁻¹⁰ cm²/s for the same model, and the large-cell value 0.11 gives 2.0 × 10⁻¹⁰ cm²/s. These are results of the model with rough inputs, not measured diffusivities. The vacancy count also assumes that every lithium atom fills a whole A site. Taken literally, it would forbid diffusion at x = 1/6, where the vacant fraction 1/3 − 2x is zero. If lithium can sit away from the site centre, more places are open to it, and the model can greatly underestimate its motion.

The real material departs from the model in several ways. Counting vacancies as mobile sites raises c_A to 0.493 and Manning's f_A by 3.4 %; the solved factor is more sensitive and rises by 7 ± 1 % in 9³ cells, from 0.114 to 0.122. A lanthanum barrier of roughly 3 eV makes w_B/w_A less than 10⁻⁴⁵ at 300 K, so the rounding of the threshold is negligible. The assumption of random lanthanum matters far more, because lanthanum in these oxides tends to gather in alternate planes, to a degree that depends on composition and heat treatment. In the extreme case one plane is full of lanthanum and the other holds all the lithium and the little lanthanum left over, with c_A = 0.986 and twice the vacancy fraction. The square lattice has f₀ = 0.4669, so Manning's formula gives f_A = 1 − 0.5331/0.9863 = 0.46; the long-time solution in the plane gives 0.45. In-plane diffusion is then 2 × 0.4595/0.2869 = 3.2 times Manning's random-alloy value, or about 8 times the value obtained with the solved factor 0.116, and diffusion across the planes stops.

Unequal site energies act the other way. Suppose that vacancy sites have energies E spread about a mean of zero while the saddle energies are equal. A vacancy leaves a site at a rate proportional to exp(E/kT) and occupies it with probability proportional to exp(−E/kT). The product is the same for every site, so the network keeps equal links, and normalizing the occupation multiplies the vacancy diffusivity by 1/⟨exp(−E/kT)⟩. For a Gaussian spread of 0.05 eV this factor is 0.154 in the limit of very few vacancies. At the vacancy fraction of the example the deepest sites begin to fill, and allowing at most one vacancy per site raises the factor to about 0.21. Applied to the tracer with f_A and c_v held fixed, either value is an estimate, and either outweighs the error of the closure.

The same compound shows why the threshold cannot be reached simply by removing lithium. Setting 3x/(2/3 + 2x) = 0.347 gives x ≈ 0.10, where the vacant fraction 1/3 − 2x is already about 0.13 and vacancies no longer act singly. Moreover, the fraction of sites not held by lanthanum is 1/3 + x, which never falls below 0.333. That lowest value lies between the percolation threshold 0.313 and Manning's 0.347, so randomly placed lanthanum would leave a connected path at every lithium content. Most of the values quoted here are in the numerical output below.

Computed values

```
G(0)-G(2a), simple cubic: 1.259050 visits
mean cosine of successive jumps: -0.209842
f0 simple cubic: 0.653109; from absorbed walk, 14^3: 0.65345
Manning threshold 1-f0: 0.346891
rate ratio w_B/w_A in limit tests: 1e-06
f_A at c_A=0.50: solved 0.306220, limit 0.306218
f_A at c_A=0.30: solved 1.3927e-05, limit law 1.3928e-05
f_A at threshold: solved 1.3707e-03, limit law 1.3721e-03
conductivity slope at c_A=1: network 2.5306, Manning 2.5311
relative f_A slope at c_A=1, cells 5^3, 6^3, 7^3: 1.087, 1.110, 1.121
  Manning: 0.531
tracer f_A, 6^3: c_A, Manning, solved, error, simulated, error, earlier
  1.0000  0.6531  0.6581  0.0000  0.6601  0.0043  0.6619
  0.9000  0.6146  0.5764  0.0031  0.5760  0.0033  0.5749
  0.7000  0.5044  0.3772  0.0091  0.3796  0.0039  0.3886
  0.4865  0.2869  0.1156  0.0085  0.1398  0.0021  0.1517
solved f_A at c_A=0.4865, 7^3: 0.1161 +- 0.0114; shift +0.0005
vacancy f_v: c_A, Manning, network 20^3, std error
  0.9000  0.9410  0.9402  0.0005
  0.7000  0.7724  0.7641  0.0050
  0.4865  0.4394  0.3621  0.0063
  0.4000  0.2033  0.1830  0.0153
  0.3300  0.0000  0.0249  0.0027
ratio f_A/f_v (Manning: f0): c_A, solved
  0.9000  0.6131
  0.7000  0.4937
  0.4865  0.3191
spanning threshold: cube edge (sites), mean, std error
  16  0.3241  0.0013
  32  0.3183  0.0011
  64  0.3153  0.0009
extrapolation exponent nu (input): 0.88
percolation threshold: 0.3129 +- 0.0020
  from smaller cubes: 0.3134; with 1/L law: 0.3124
Manning minus percolation: 0.0340 (10.9 %)
share of cubes spanning at c_A=0.3299: 0.617, 0.856, 1.000
example x=0.16; site fractions Li 0.4800, La 0.5067, vacant 0.0133
spacing 0.387 nm; attempt 1e+13 1/s; barrier 0.30 eV; T 300 K
kT 0.02585 eV; exchange rate w_A 9.125e+07 1/s
c_A 0.4865; Manning f_A 0.2869
D without correlation: 1.822e-09 cm2/s
D tracer, Manning: 5.229e-10 cm2/s = 5.229e-14 m2/s
D tracer, solved f_A (7^3): 2.116e-10 cm2/s; Manning/solved 2.47
f_A if vacancies count as mobile sites: 0.2968 (3.4 %)
La barrier 3.0 eV: w_B/w_A 4.4e-46; f_A at threshold 2.9e-23
full layering: f0 square 0.4669; plane c_A 0.9863; f_A 0.4595
  in-plane D / random-alloy D, both Manning: 3.20
site-energy spread 0.05 eV: D multiplied by 0.154
```
